\section*{Recovering an inversion-layer potential from its subband counting function, part 2}

The problem is to recover a confining potential from its energy levels. An electron in a silicon inversion layer moves along $z>0$, normal to the surface, with a hard wall at $z=0$. Its energy $E$ for this motion is the bottom of a two-dimensional subband. With $m$ the mass normal to the wall and $k=\hbar/\sqrt{2m}$ (a constant, not a wavenumber), the wave function obeys $-k^2\psi''+V(z)\psi=E\psi$ and $\psi(0)=0$. Energies are in eV or meV and lengths in nm.

Let $V$ be continuous and strictly increasing, with a finite value $V_0=V(0)$ at the wall. The semiclassical counting function $N(E)$ then determines $V$ through the Abel inversion, the theorem referred to below:
\begin{equation}
N(E)=\frac1{\pi k}\int_0^{z_t(E)}\!\!\sqrt{E-V}\,dz,\qquad
z(U)=2k\int_{V_0}^{U}\frac{N'(E)\,dE}{\sqrt{U-E}},
\label{eq:pair}
\end{equation}
where $z_t(E)$ is the turning point and $z(U)$ the depth at which $V=U$.

Quantum levels sample $N$ approximately. Beside a hard wall the phase rule is $N(E_n)\approx n+\tfrac34$, with $n=0,1,2,\dots$, and it is least accurate for the ground state of the triangular well. The number of levels below $E$ is a staircase; smoothed, it is $N-\tfrac14$ once $N$ exceeds $\tfrac14$.

The triangular well $V=eFz$, with field $F$ and force $eF$, has $N=2E^{3/2}/(3\pi k\,eF)$. The example has $m=0.916\,m_e$, $k=0.20395\ \sqrt{\text{eV}}$ nm, $F=0.55$ MV/cm, $eF=0.055$ eV/nm and $V_0=0$. Its two lowest levels, the ones quoted at the start, are 117.16 and 204.84 meV.

\subsection*{Field and band edge from two levels}

If the potential is known to be a straight line, two levels suffice. Let $\nu_n=n+\varphi$ be the value of $N$ assigned to level $n$, with $\varphi=\tfrac34$ for the hard wall. Solving $\nu_n=2(E_n-V_0)^{3/2}/(3\pi k\,eF)$ for the energy,
\begin{equation}
E_n=V_0+B\,\nu_n^{2/3},\qquad B=\left(\frac{3\pi k\,eF}{2}\right)^{2/3}.
\label{eq:B}
\end{equation}
The difference of two levels gives $B$, then $eF=2B^{3/2}/(3\pi k)$ and $V_0=E_0-B\nu_0^{2/3}$. For the levels quoted at the start,
\begin{align*}
B&=\frac{204.84-117.16}{1.4522-0.8255}=139.9\ \text{meV},\\
eF&=\frac{2\,(0.1399)^{3/2}}{3\pi\times0.20395}=0.0544\ \text{eV/nm},\\
V_0&=117.16-139.9\times0.8255=1.7\ \text{meV}.
\end{align*}
The field is 1.0\% below the one put in. The whole of this error comes from the assigned values of $N$. The true levels have $N=0.75867$ and 1.75395, and with these in place of 0.75 and 1.75, equation \eqref{eq:B} would hold without error.

With $\varphi=1$ the values of $\nu_n^{2/3}$ are 1 and 1.5874. Then $B=87.68/0.5874=149.3$ meV, the field is 9\% too high, and $V_0=117.2-149.3=-32$ meV. A change in phase does not act as a uniform shift of energy, because $\nu^{2/3}$ is curved. It changes the spacing as well as the offset. The band edge, found by extrapolating below the lowest level, is here wrong by more than a quarter of $E_0$.

A related error arises if the smoothed staircase $N-\tfrac14$ is put into the inversion. At energies above $V_0$ its slope is that of $N$, and nothing changes. But if it is made to start from zero at $V_0$ and then to drop at once to $-\tfrac14$, that drop is part of its slope. A jump $c$ at $V_0$ adds $2kc/\sqrt{U-V_0}$ to $z(U)$. For $c=-\tfrac14$ and $U-V_0=0.2$ eV this is $-0.20395/(2\times0.447)=-0.23$ nm, against a true depth of 3.64 nm.

\subsection*{A well that is not straight}

In a real inversion layer the field falls with depth, because charge lies in the silicon. Ionized acceptors of density $N_A$ fill a depletion layer of width $W$ with uniform charge, so the force falls linearly, $eF(1-z/W)$. It reaches zero at $W=\varepsilon F/(eN_A)$, where $\varepsilon$ is the permittivity of silicon. For $N_A=10^{18}$ cm$^{-3}$ and $F=0.55$ MV/cm, $W=35.6$ nm. The mobile electrons are represented by an exponential distribution of sheet density $N_s$ and decay length $b$. The fraction lying deeper than $z$ is $e^{-z/b}$, and the extra force at $z$ is due to that fraction. Integrating both forces from the wall,
\begin{equation}
V(z)=eFz\left(1-\frac{z}{2W}\right)+f_sb\left(1-e^{-z/b}\right),\qquad f_s=\frac{e^2N_s}{\varepsilon}.
\label{eq:bent}
\end{equation}
For $N_s=3\times10^{12}$ cm$^{-2}$ and $b=1.5$ nm, $f_s=0.0464$ eV/nm. The slope at the wall is 0.101 eV/nm, nearly twice that of the triangular well. The potential increases up to $z=W$, so the theorem applies there. The shape of the mobile charge is assumed and not computed self-consistently.

For numerical work, the singular factor in \eqref{eq:pair} is removed by $E=V_0+(U-V_0)\sin^2\theta$. Since $dE/\sqrt{U-E}=2\sqrt{U-V_0}\,\sin\theta\,d\theta$,
\begin{equation}
z(U)=4k\sqrt{U-V_0}\int_0^{\pi/2}N'\!\left(V_0+(U-V_0)\sin^2\theta\right)\sin\theta\,d\theta .
\label{eq:regular}
\end{equation}
As a test of the theorem, $N$ was computed from \eqref{eq:bent} by direct integration, differentiated numerically and put into \eqref{eq:regular}. At $U=0.05$, 0.2, 0.4 and 0.6 eV the depths agree with \eqref{eq:bent} to within $5\times10^{-10}$ of their values. No quantum approximation enters this comparison; both sides refer to the semiclassical $N$.

The harder task is to start from quantum levels. The eight lowest levels of \eqref{eq:bent} were computed by diagonalization and assigned $N=n+\tfrac34$, and $V_0=0$ was taken as known. Between these points $N$ must be interpolated. Close to a wall with finite slope, $N$ grows as $(E-V_0)^{3/2}$, so $y=N^{2/3}$ starts out as a straight line and is the better quantity to interpolate. A cubic spline for $y(E)$ through the origin and the eight points gives $N'=\tfrac32\sqrt y\,y'$, and \eqref{eq:regular} then gives these depths:
\begin{center}
\begin{tabular}{ccccc}
$n$ & $E_n$ (meV) & rebuilt (nm) & true (nm) & error\\
0 & 154.7 & 1.936 & 1.947 & $-0.57$\%\\
1 & 251.0 & 3.598 & 3.595 & $0.08$\%\\
3 & 383.8 & 6.290 & 6.287 & $0.04$\%\\
5 & 485.5 & 8.610 & 8.608 & $0.03$\%\\
7 & 571.1 & 10.745 & 10.742 & $0.02$\%
\end{tabular}
\end{center}
The errors are relative to the true depth at the same energy. The energies come from a mesh of 0.01 nm and differ from the converged values by about 0.01 meV at most. They combine the error of the phase rule with that of the interpolation. Among the levels, the largest error occurs at the lowest, where the phase rule is least accurate. If the exact semiclassical $N(E_n)$ is used in place of $n+\tfrac34$, the size of this error falls from 0.57\% to 0.14\%, so most of it comes from the phase rule. Below the lowest level no level constrains the interpolation, and the relative error is larger: about $-2$\% at $U=0.1$ eV, $-4.5$\% at 0.05 eV and $-8$\% at 0.01 eV. The shape of the well next to the wall is the part the levels determine least well.

\subsection*{What a finite list leaves open}

The good agreement rests on the assumption that $N$ is smooth between the levels. To see what the levels do not exclude, add to $N$ a ripple $a\sin(\kappa E+\beta)$ that vanishes at two neighbouring levels. Near the bottom of the well let its amplitude fade smoothly to zero, so that $N$ still starts from $V_0$ as before. Where the amplitude has its full value $a$, the slope of the ripple is $a\kappa\cos(\kappa E+\beta)$. Some way above the region of fading, the lower limit of the Abel integral can be moved to $-\infty$ as an estimate. With $s=U-E$ and $\int_0^\infty\cos(\kappa s)s^{-1/2}ds=\int_0^\infty\sin(\kappa s)s^{-1/2}ds=\sqrt{\pi/2\kappa}$,
\begin{align*}
\delta z&\approx2ka\kappa\int_0^\infty\frac{\cos(\kappa U+\beta-\kappa s)}{\sqrt s}\,ds\\
&=2ka\sqrt{\pi\kappa}\,\cos\!\left(\kappa U+\beta-\tfrac\pi4\right).
\end{align*}
The inversion amplifies a ripple by the square root of its frequency, so fine structure in $N$ is costly. In the triangular well, levels 2 and 3 are 63 meV apart. A ripple with this period has $\kappa=2\pi/0.063\approx100$ eV$^{-1}$, and with $a=0.01$ it moves the depth by about 0.07 nm. The slope of $z(U)$ changes by at most $\kappa\times0.07\approx7$ nm/eV, less than the 18 nm/eV of the unperturbed line, so the altered potential is still increasing. Within the semiclassical rule these two levels cannot tell it from the straight one. A list of levels thus leads to a potential only together with the assumption that $N$ is smooth between them, and with $V_0$ as an input or from an extrapolation like \eqref{eq:B}. The ripple is not the only freedom. There are also smooth changes of $V$ that leave every quantum level exactly where it is. A known family, quoted here without proof, is $V\to V-2k^2\,\frac{d^2}{dz^2}\ln\!\left(1+\lambda\int_0^z\psi_0^2\,dz'\right)$, with $\psi_0$ the normalized ground state and $\lambda>-1$. In the triangular well, $\lambda=0.1$ moves the depth by up to 0.13 nm while the potential still increases. It changes $N(E_n)$ by less than 0.01, which is within the error of the phase rule.

\subsection*{The example beside a real inversion layer}

The parameters are rough typical values for (100) silicon at 300 K near threshold, with $10^{18}$ acceptors per cm$^3$ and $10^{11}$ inversion electrons per cm$^2$. The band bending $eFW/2=0.98$ eV is slightly less than the roughly 1.05 eV that this electron density requires in equilibrium, so field and density are only roughly consistent. Both values are below the silicon gap of about 1.1 eV, so without drain bias there is no band-to-band tunnelling across the depletion layer. The oxide field, $0.55\times11.7/3.9=1.65$ MV/cm, is far below the rough 10 MV/cm at which good thermal oxide breaks down. The triangular model puts the lowest subband at 117 meV. The effects it omits, each added alone to that model, move this level as follows.

Depletion curvature lowers it by 1.9 meV. The electrostatic potential of $10^{11}$ cm$^{-2}$ electrons, distributed as in the lowest state, raises it by 1.6 meV. Penetration into an oxide with a flat barrier of 3.1 eV and a mass of $0.5\,m_e$ lowers it by 4.8 meV. Nonparabolicity of 0.5 eV$^{-1}$, taken to first order as minus this coefficient times the mean square kinetic energy, lowers it by 1.4 meV. The largest shift, $+13.6$ meV or 12\%, comes from the image potential. An electron at depth $z$ has an image of the same sign at $-z$, weaker by the factor $(\varepsilon_s-\varepsilon_o)/(\varepsilon_s+\varepsilon_o)$, where $\varepsilon_s=11.7$ and $\varepsilon_o=3.9$ are the relative permittivities of silicon and oxide. The interaction energy at distance $2z$, halved because the image is induced, is
\[
V_{\text{im}}=\frac{e^2}{16\pi\varepsilon_0\varepsilon_s z}\,\frac{\varepsilon_s-\varepsilon_o}{\varepsilon_s+\varepsilon_o}.
\]
It diverges at the wall and makes the total potential fall before it rises, so both assumptions of the theorem fail near the surface. Exchange and correlation among the electrons are left out altogether.

At higher inversion density the straight line itself fails. The bent well \eqref{eq:bent}, with the same depletion field and $3\times10^{12}$ cm$^{-2}$ electrons, has its lowest level at 155 meV instead of 117 meV. The counting function then has to be inverted as a whole, since a single slope no longer describes it. The depletion field was kept fixed for this comparison; in equilibrium it would be somewhat larger at the higher density.

Silicon adds a difficulty of identification. Four of its six conduction valleys present a mass of $0.19\,m_e$ to the wall. By \eqref{eq:B}, levels at fixed field scale as $k^{2/3}$, that is, as $m^{-1/3}$, and this second ladder starts at 198 meV, 7 meV below the second level of the first. A collision broadening $\hbar/\tau$, with $\tau$ estimated from a rough mobility of 300 cm$^2$/Vs and the in-plane mass $0.19\,m_e$, is 20 meV. The two levels would then overlap. Both ladders belong to the same $V(z)$, so their counting functions differ only through the factor $1/k$, and their sum obeys \eqref{eq:pair} with $1/k$ replaced by the sum of the two values of $1/k$. Using the $k$ of one ladder for a mixed count would give wrong depths. The rule $N=n+\tfrac34$ holds within each ladder, so the levels have to be sorted before they are turned into values of $N$.

Temperature governs which levels are occupied. With $k_BT=25.9$ meV, the lowest subband holds 81\% of the electrons in the triangular model. Boltzmann statistics are adequate for this estimate, since $10^{11}$ cm$^{-2}$ is small beside the density scale of the lowest subband, $2m_\parallel k_BT/(\pi\hbar^2)=4.1\times10^{12}$ cm$^{-2}$ for two valleys with in-plane mass $m_\parallel=0.19\,m_e$. The Fermi level reaches the subband edge when the subband holds $\ln2$ times this, $2.8\times10^{12}$ cm$^{-2}$. At the density of the bent well that condition is no longer met.

\section*{Computed values}
\begin{verbatim}
mass normal to wall = 0.916 m_e, in-plane mass = 0.19 m_e
surface field = 0.55 MV/cm, force eF = 0.0550 eV/nm
k = hbar/sqrt(2m) = 0.20395 sqrt(eV) nm
triangular prefactor of E^1.5 = 18.9183 eV^-1.5
U = 0.1 eV: N = 0.5982, Abel depth = 1.81818 nm
U = 0.2 eV: N = 1.6921, Abel depth = 3.63636 nm
U = 0.4 eV: N = 4.7860, Abel depth = 7.27273 nm
triangular level 0: E = 117.16 meV, N(E) = 0.75867
triangular level 1: E = 204.84 meV, N(E) = 1.75395
triangular level 2: E = 276.63 meV, N(E) = 2.75254
triangular level 3: E = 340.08 meV, N(E) = 3.75187
two levels, phase 3/4: field = 0.5445 MV/cm, V0 = 1.67 meV
two levels, phase 1: field = 0.6001 MV/cm, V0 = -32.11 meV
acceptors = 1.0e+18 cm^-3, depletion width = 35.56 nm
depletion band bending = 0.978 eV
bent well: inversion density = 3.0e+12 cm^-2, decay length = 1.5 nm
bent well: extra surface force = 0.0464 eV/nm
bent well from N(E): largest relative error = 4.9e-10
bent level 0: E = 154.73 meV, depth from levels = 1.936 nm, true = 1.947 nm, error = -0.57 %
bent level 1: E = 250.99 meV, depth from levels = 3.598 nm, true = 3.595 nm, error = 0.08 %
bent level 3: E = 383.78 meV, depth from levels = 6.290 nm, true = 6.287 nm, error = 0.04 %
bent level 5: E = 485.49 meV, depth from levels = 8.610 nm, true = 8.608 nm, error = 0.03 %
bent level 7: E = 571.14 meV, depth from levels = 10.745 nm, true = 10.742 nm, error = 0.02 %
E0 shift, depletion curvature = -1.90 meV
E0 shift, Hartree at 1e+11 cm^-2 = 1.64 meV
relative permittivities: silicon 11.7, oxide 3.9
E0 shift, image potential = 13.59 meV
oxide barrier = 3.1 eV, oxide mass = 0.5 m_e
E0 shift, oxide penetration = -4.76 meV
E0 shift, nonparabolicity 0.5/eV = -1.37 meV
lowest level of other valley ladder = 197.92 meV
temperature = 300 K, kT = 25.85 meV
thermal share of lowest subband = 81.3 %
degeneracy density of lowest subband = 4.10e+12 cm^-2
broadening hbar/tau at 300 cm2/Vs = 20.3 meV
oxide field = 1.65 MV/cm
\end{verbatim}
